# Evanescent gap states and their decay in a two-band chain, part 2

How far do electrons with energies in an insulator's gap penetrate it from a metal, and how does this depend on energy? The model is a chain of cells $n$ with period $a$ and independent electrons. Orbitals A and B, with amplitudes $A_n$ and $B_n$, have energies $\pm\varepsilon$. The couplings $t_1,t_2>0$ act within a cell and between B in cell $n$ and A in cell $n+1$:

$$E A_n=\varepsilon A_n+t_1B_n+t_2B_{n-1},$$
$$E B_n=-\varepsilon B_n+t_1A_n+t_2A_{n+1}.$$

The algebra uses $\hbar=m_e=1$; numbers are in eV and Å. A solution is multiplied by $\lambda=e^{ika}$ per cell. The half gap is $\Delta$, with $\Delta^2=\varepsilon^2+(t_1-t_2)^2$, and $E_g=2\Delta$.

For this symmetric chain the decaying gap solution has $\lambda=-e^{-\kappa a}$, with

$$4t_1t_2\sinh^2\frac{\kappa a}{2}=\Delta^2-E^2,\tag{3}$$
$$\frac{d\kappa}{dE}=-\frac{E}{at_1t_2\sinh\kappa a}.\tag{5}$$

Its greatest $\kappa$ is $\kappa_0$, at midgap, $E=0$. By part (e), a bare end starting with A of cell 1 has a single gap state, at $E=\varepsilon$, if $t_1<t_2$. A one-band estimate, $\kappa_1=\sqrt{2m(\Delta-E)}$ with $m$ the band-edge mass, is too large deep in the gap.

The bands become unequal when hopping $s$, of either sign, joins like orbitals of neighbouring cells and both orbital energies are raised by $2s$. With $u=1+\cos ka$,

$$E_\pm=2su\pm\sqrt{\Delta^2+2t_1t_2u}.\tag{8}$$

The gap is direct, at the zone boundary $k=\pi/a$, with edges $\pm\Delta$, if

$$t_1t_2>2|s|\Delta+4s^2.\tag{9}$$

This is assumed below unless stated otherwise.

The example has $a=4$ Å, $\varepsilon=2$ eV, $t_1=2.5$ eV, $t_2=4$ eV, hence $\Delta=2.5$ eV, $t_1t_2=10$ eV$^2$, $\kappa_0a=0.7713$ and $\kappa_0=0.1928$ Å$^{-1}$. With unequal bands, $s=0.8$ eV, which satisfies (9).

### (h) Find all decaying solutions in the gap. Which one reaches farthest?

**Solution.** Set $y=-1-\cos ka$, where $k$ may now be complex. This is $-u$, so (8), with the square root isolated and squared, becomes

$$(E+2sy)^2=\Delta^2-2t_1t_2y.\tag{10}$$

Expanding the square and collecting powers of $y$ gives

$$4s^2y^2+2By-C=0,\qquad B=t_1t_2+2sE,\quad C=\Delta^2-E^2.$$

In the gap $C>0$. Also $B>0$, because $2|sE|<2|s|\Delta<t_1t_2$ by (9). For $s\neq0$ the roots are

$$y_\pm=\frac{-B\pm R}{4s^2},\qquad R=\sqrt{B^2+4s^2C}.$$

Both are real, and their product $-C/(4s^2)$ is negative. The positive root is better written by multiplying above and below by $R+B$. Since $R^2-B^2=4s^2C$,

$$y_+=\frac{C}{B+R}.\tag{11}$$

As $s\to0$ this tends to $C/(2t_1t_2)$, the symmetric result.

For the positive root $\cos ka=-1-y_+<-1$. This gives $k=\pi/a+i\kappa$ with $\cosh\kappa a=1+y_+$, the continuation of the state found before.

For the negative root $\cos ka=|y_-|-1$, which exceeds $-1$. It cannot lie between $-1$ and $1$, since $k$ would then be real and $E$ would lie in a band. Hence $\cos ka>1$, and $k=i\kappa'$ with $\cosh\kappa'a=|y_-|-1$. This is a second evanescent state, without alternating sign.

The second state decays faster if $|y_-|-1>1+y_+$, or $|y_-|-y_+>2$. The left side is minus the sum of the roots, which is $B/(2s^2)$. The requirement is therefore $B>4s^2$. It is met, because (9) gives

$$B>t_1t_2-2|s|\Delta>4s^2.$$

The same condition that makes the gap direct makes the zone-boundary state the one that reaches farthest, at every gap energy.

At $E=0$ in the example, $B=10$ eV$^2$ and $R=\sqrt{100+16}=10.77$ eV$^2$. So $y_+=6.25/20.77=0.3009$, $\cosh\kappa a=1.3009$ and $\kappa=0.1894$ Å$^{-1}$. For the other state $|y_-|=20.77/2.56=8.11$ and $\cosh\kappa'a=7.11$, a much faster decay.

### (i) Where is the maximum of $\kappa$ now? Express its position through the band masses.

**Solution.** The left side of (10) is the square of a real number, so it cannot be negative. Hence

$$y\leq\frac{\Delta^2}{2t_1t_2}.$$

Equality requires $E+2sy=0$, which fixes the energy:

$$E^*=-2s\,\frac{\Delta^2}{2t_1t_2}=-\frac{s\Delta^2}{t_1t_2}.\tag{12}$$

It remains to check that the bound is reached by the state in question. By (9), $2|s|\Delta<t_1t_2$, so $|E^*|<\Delta/2$ and $E^*$ lies in the gap. There the value $y=\Delta^2/(2t_1t_2)$ is positive and solves (10). Since (10) has one positive root, this is $y_+$. As $\cosh\kappa a=1+y_+$ increases with $\kappa$, the decay constant is greatest at $E^*$ and nowhere else.

The greatest value satisfies $\cosh\kappa a-1=\Delta^2/(2t_1t_2)$, which does not contain $s$. It equals $\kappa_0$. In this model the inequality of the bands moves the maximum without changing its height.

The masses follow from (8) near $k=\pi/a+q$, where $u=1-\cos qa\approx q^2a^2/2$:

$$E_\pm\approx\pm\Delta+\left(2s\pm\frac{t_1t_2}{\Delta}\right)\frac{a^2q^2}{2}.$$

With $E_c=\Delta+q^2/(2m_c)$ and $E_v=-\Delta-q^2/(2m_v)$,

$$\frac1{m_c}=a^2\left(\frac{t_1t_2}{\Delta}+2s\right),\qquad
\frac1{m_v}=a^2\left(\frac{t_1t_2}{\Delta}-2s\right).$$

Both are positive by (9). Their difference is $4sa^2$ and their sum is $2a^2t_1t_2/\Delta$. Dividing, and multiplying above and below by $m_cm_v$, gives

$$\frac{m_v-m_c}{m_v+m_c}=\frac{2s\Delta}{t_1t_2}.$$

Since $E^*=-(\Delta/2)(2s\Delta/t_1t_2)$ and $\Delta=E_g/2$,

$$E^*=-\frac{E_g}{4}\,\frac{m_v-m_c}{m_v+m_c}.\tag{13}$$

The maximum moves toward the heavier band. Setting $q=i\kappa$ in the edge expansions makes this direction plausible: $\kappa^2\approx2m_v(E+\Delta)$ near the valence edge and $\kappa^2\approx2m_c(\Delta-E)$ near the conduction edge. From the heavier band $\kappa$ rises more steeply, and by (13) the maximum lies closer to that band. The mass fraction in (13) is smaller than one in size, so the shift is less than a quarter of the gap. This gives "near midgap" a definite meaning for the model. The masses in (13) are those of the two bands joined by this one complex band. A three-dimensional crystal has several complex bands, depending on direction and symmetry, and its band-edge masses cannot simply be inserted in (13).

For $s=0.8$ eV, (12) gives $E^*=-0.8\times6.25/10=-0.5$ eV. The masses are $m_c=0.085\,m_e$ and $m_v=0.198\,m_e$, their fraction is 0.40, and (13) gives $-(5/4)(0.40)=-0.5$ eV again. The computed decay constants in Å$^{-1}$ are:

| $E$ (eV) | $s=0$ | $s=0.8$ eV |
|---:|---:|---:|
| −2.0 | 0.1175 | 0.1398 |
| −1.0 | 0.1774 | 0.1888 |
| −0.5 | 0.1891 | 0.1928 |
| 0.0 | 0.1928 | 0.1894 |
| 1.0 | 0.1774 | 0.1633 |
| 2.0 | 0.1175 | 0.1021 |

At midgap the decay constant of the unequal chain is only 1.8% below its maximum. In a layer, however, this difference is multiplied by the thickness: over 50 cells the factor $e^{-100\kappa a}$ is about four times larger at midgap than at $E^*$.

If the two sides of (9) are in the opposite order and a gap remains, it is indirect, with one band edge at $k=0$. Near that edge $\kappa'$ tends to zero, and the second state reaches farther than the first. Equation (12) then need not locate the maximum of the smaller of the two decay constants. It still does so if the zone-boundary state is the slower one at $E^*$, that is, if $E^*$ lies in the gap and $B>4s^2$ there.

### (j) Join the symmetric chain to a metal. Which gap energies are now allowed, and how does the density of states fall?

**Solution.** Return to $s=0$. Let the metal be a chain of single orbitals at sites $j\leq0$, with energy zero and hopping $t_m$. Its last site is coupled to $A_1$ by $t_c$. Metal states have $E=2t_m\cos p$ with $0<p<\pi$, and the insulator's gap is taken to lie inside this band.

In the insulator take the decaying solution, continued formally to $B_0$. Let $\varphi_j$ be the metal amplitude, continued formally to $\varphi_1$. Comparing the true equations at $A_1$ and at site 0 with their bulk forms gives two joining conditions:

$$t_c\varphi_0=t_2B_0,\qquad t_m\varphi_1=t_cA_1.$$

The decaying solution thus prescribes $\varphi_0$ and $\varphi_1$. The metal can meet any such pair, with the standing wave

$$\varphi_j=\frac{\varphi_1\sin(pj)+\varphi_0\sin[p(1-j)]}{\sin p}.$$

It solves the metal equation and takes the required values at $j=0$ and $j=1$. Hence there is one state at every gap energy: the metal has replaced the single end energy of part (e) by a continuum.

In the insulator each of these states is multiplied by $\lambda$ per cell. The local density of states $\rho_n$, summed over the two orbitals of cell $n$, therefore obeys

$$\frac{\rho_{n+1}(E)}{\rho_n(E)}=e^{-2\kappa(E)a}.\tag{14}$$

The contact sets the size of $\rho_1$ but not this ratio.

With $t_m=5$ eV and $t_c=2$ eV, the computed midgap density is $3.29\times10^{-2}$ eV$^{-1}$ in cell 1. The factor per cell is $e^{-2(0.7713)}=0.2138$. Five steps give $(0.2138)^5=4.47\times10^{-4}$, hence $1.47\times10^{-5}$ eV$^{-1}$ in cell 6, as computed. At $E=2.3$ eV the factor is 0.539, and the density falls from 0.337 to 0.0154 eV$^{-1}$ over the same distance. The ratio (14) was tested at four gap energies. The end state of part (e) has not vanished: it survives as a resonance in $\rho_1$, which peaks near 2.1 eV at about 0.41 eV$^{-1}$ and narrows to a sharp peak at 2 eV for $t_c=0.5$ eV. At $E=-2.3$ eV, where $\kappa$ is the same as at $+2.3$ eV, $\rho_1$ is 0.013 eV$^{-1}$ instead of 0.337 eV$^{-1}$.

### (k) Put an insulating layer of $N$ cells between two metals. How does its transmission depend on $N$?

**Solution.** Both evanescent solutions are now present. Let $D$ be the amplitude of the one decaying to the right and $G$ that of the one growing to the right, both referred to the left contact. At the right contact they have become $D\lambda^N$ and $G\lambda^{-N}$. The joining conditions are linear, so for an outgoing wave on the right

$$G\lambda^{-N}=r_RD\lambda^N,\qquad \text{outgoing amplitude}=\tau_RD\lambda^N.$$

At the left, a unit incoming wave gives $D=\tau_L+r_LG$. The coefficients depend on energy and on the contacts, but not on $N$. They are finite: an infinite one would need a single evanescent solution joined to a purely outgoing wave. A single evanescent solution can be chosen real and carries no current, whereas the outgoing wave does.

Eliminating $G=r_R\lambda^{2N}D$, the transmission probability is

$$T_N\propto\left|\frac{\tau_L\tau_R\lambda^N}{1-r_Lr_R\lambda^{2N}}\right|^2.\tag{15}$$

For a thick layer the denominator tends to one and $T_N$ falls by $e^{-2\kappa a}$ per added cell. At fixed large thickness the exponential factor is smallest where $\kappa$ is greatest, at midgap.

In the example the midgap transmission is $5.58\times10^{-4}$ for 5 cells and $2.50\times10^{-7}$ for 10. Their ratio, $4.48\times10^{-4}$, differs by 0.2% from the pure exponential $4.47\times10^{-4}$. By (15), this difference comes from the denominator.

### (l) When does thermionic injection outweigh tunnelling near the Fermi level?

**Solution.** Take a uniform layer of thickness $L$ without a field, elastic transport, and a Fermi level $E_F$ with $0\leq E_F<\Delta$. Keep exponential factors alone. Electrons at $E$ above $E_F$ by several $k_BT$ contribute with weight $e^{f(E)}$, where

$$f(E)=-2\kappa(E)L-\frac{E-E_F}{k_BT}.$$

Above midgap $-d\kappa/dE=E/(at_1t_2\sinh\kappa a)$ increases with $E$, because $E$ grows while $\kappa$ falls. So $f$ is convex, and its maximum between $E_F$ and the conduction edge lies at one of the two ends. At this level of accuracy the current is carried either near the Fermi level or near the band edge, not in between.

At the ends $f(E_F)=-2\kappa(E_F)L$ and $f(\Delta)=-(\Delta-E_F)/(k_BT)$. The band edge, and with it thermionic injection, wins when

$$L>\frac{\Delta-E_F}{2\kappa(E_F)k_BT}.\tag{16}$$

For $E_F=2$ eV the barrier is $0.5$ eV and $\kappa=0.1175$ Å$^{-1}$, so the crossover thickness is $2.13\ \text{eV Å}/(k_BT)$, about 82 Å or 21 cells at 300 K. The prefactors dropped in (16) are not negligible at this thickness. When the full transmission of the chain is integrated over the thermal window, energies in the band first carry half the conductance at 26 cells for $t_c=2$ eV and at 24 cells for $t_c=4$ eV. A one-band estimate of $\kappa$, being too large, would place the crossover at too small a thickness.

The barrier $\Delta-E_F$ is an input here. The gap states of part (j) can hold charge and so shift the bands near the contact, but finding that shift requires the electrostatic problem to be solved together with the occupation of the states. Fields, image forces, defects and inelastic scattering also lie outside (16). The numerical output below lists the computed values for the chain and its contacts.

## Calculated quantities

```
period a = 4.0 angstrom
orbital energy eps = 2.0 eV
couplings t1, t2 = 2.5, 4.0 eV
half gap Delta = 2.500 eV
full gap Eg = 5.000 eV
unequal-band hopping s = 0.8 eV
kappa in 1/angstrom: E (eV), symmetric, unequal
  -2.30  0.07715  0.09611
  -2.00  0.11750  0.13985
  -1.00  0.17740  0.18877
  -0.50  0.18911  0.19283
   0.00  0.19283  0.18938
   0.50  0.18911  0.17955
   1.00  0.17740  0.16326
   2.00  0.11750  0.10208
   2.30  0.07715  0.06593
symmetric: conduction mass = 0.1191 m_e
symmetric: valence mass = 0.1191 m_e
symmetric: energy of greatest kappa = 0.0000 eV
symmetric: greatest kappa = 0.19283 1/angstrom
unequal: conduction mass = 0.0850 m_e
unequal: valence mass = 0.1984 m_e
unequal: energy of greatest kappa = -0.5000 eV
unequal: greatest kappa = 0.19283 1/angstrom
midgap kappa*a = 0.77131 (no unit)
midgap y = 0.31250 (no unit)
midgap kappa = 0.10204 1/bohr
midgap density decay length = 2.5930 angstrom
narrow-gap estimate = 0.19764 1/angstrom
one-band estimate = 0.27951 1/angstrom
one-band/two-band ratio = 1.4495 (no unit)
narrow-gap test ratio = 1.41425 (no unit)
metal hopping = 5.0 eV
contact hopping = 2.0 eV
E=0.0 eV: density cell 1 = 3.2922e-02 1/eV
E=0.0 eV: density cell 6 = 1.4714e-05 1/eV
E=0.0 eV: factor per cell = 0.21382 (no unit)
E=2.3 eV: density cell 1 = 3.3679e-01 1/eV
E=2.3 eV: density cell 6 = 1.5384e-02 1/eV
E=2.3 eV: factor per cell = 0.53944 (no unit)
midgap transmission, 5 cells = 5.5806e-04 (no unit)
midgap transmission, 10 cells = 2.4985e-07 (no unit)
random chains: direct 38, indirect 22
```
